# Site-local acoustic phonon self-energy and its grid-independent scattering rate

## A frozen random potential

Take one electron on a cubic grid of spacing $a$. The orthonormal state $|i\rangle$ represents an electron in cell $i$, of volume $a^3$. Give each site a static random energy $V_i$ with

$$\langle V_i\rangle=0,\qquad \langle V_iV_j\rangle=D\,\delta_{ij}.$$

In the algebra $\hbar=m_e=e=1$, so that a rate is also an energy. With $G_0$ the retarded Green function of the clean grid, the expansion in $V$ is

$$G=G_0+G_0VG_0+G_0VG_0VG_0+\dots$$

On averaging, the linear term vanishes. The quadratic term has the form $G_0\Sigma G_0$ with

$$\Sigma_{ij}(E)=\langle V_i\,G_{0,ij}(E)\,V_j\rangle=D\,\delta_{ij}\,G_{0,ii}(E).$$

The electron must return to the site where it was first scattered, because different sites have unrelated energies. This is the Born approximation: it is leading order in $D$.

All sites are equivalent, so $\Sigma$ is a number times the unit matrix, the same for every plane wave. Repeating the insertion gives $G_{\mathbf k}=1/(E-\varepsilon_{\mathbf k}-\Sigma)$. For weak scattering the amplitude then evolves as $e^{-i(\varepsilon_{\mathbf k}+\mathrm{Re}\Sigma)t}e^{-\Gamma t/2}$, with $\Gamma=-2\,\mathrm{Im}\Sigma$, and the probability decays at the rate $\Gamma=1/\tau$. With $N_s$ sites,

$$G_{0,ii}=\frac1{N_s}\sum_{\mathbf k}\frac1{E-\varepsilon_{\mathbf k}+i0},\qquad \mathrm{Im}\,G_{0,ii}=-\pi g_{\rm site}(E),$$

where $g_{\rm site}$ is the density of states per site and per spin. Hence

$$\Gamma=2\pi D\,g_{\rm site}(E).\tag{1}$$

**Test.** On a periodic $6\times6\times6$ grid with hopping 1, the full Green function was averaged over 800 random sets of site energies, each used with both signs. The variance was $D=0.02$ and the energy $2+i$. The ratio $\Sigma/(DG_{0,ii})$ came out as $0.998+0.001i$ for the plane wave $\mathbf k=0$ and $0.998+0.004i$ for $\mathbf k=(\pi/a,0,0)$. The sampling noise is a few parts in a thousand. Within it, both the magnitude and the independence of $\mathbf k$ hold, for the real and imaginary parts together.

## Phonons as the source of the site energies

A longitudinal acoustic wave changes the local volume by the fraction $\nabla\cdot\mathbf u$ and shifts the valley edge by $V=\Xi\,\nabla\cdot\mathbf u$. Let the crystal have density $\rho$, volume $\Omega$ and phonon frequencies $\omega_q=vq$. Each mode is an oscillator of mass $\rho\Omega$, so

$$\mathbf u(\mathbf r)=\sum_{\mathbf q}\frac{i\hat{\mathbf q}}{\sqrt{2\rho\Omega\omega_q}}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})\,e^{i\mathbf q\cdot\mathbf r}.$$

The factor $i\hat{\mathbf q}$ keeps $\mathbf u$ Hermitian. The divergence brings down $i\mathbf q$, and $i\mathbf q\cdot i\hat{\mathbf q}=-q$, which gives

$$V(\mathbf r)=-\sum_{\mathbf q}M_q(b_{\mathbf q}+b^\dagger_{-\mathbf q})e^{i\mathbf q\cdot\mathbf r},\qquad M_q^2=\frac{\Xi^2q^2}{2\rho\Omega\omega_q}=\frac{\Xi^2q}{2\rho v\Omega}.$$

In thermal equilibrium $\langle b^\dagger_{\mathbf q}b_{\mathbf q}\rangle=N_q=1/(e^{\omega_q/kT}-1)$. The two sites' energies are therefore correlated as

$$\langle V_iV_j\rangle=\sum_{\mathbf q}M_q^2(2N_q+1)\,e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}.$$

(Here $kT$ is the thermal energy; a lone $k$ is a wave number.) With $x=\omega_q/kT$, $2N_q+1=\coth(x/2)=(2/x)(1+x^2/12-\dots)$. For small $x$ (equipartition),

$$M_q^2(2N_q+1)\to\frac{\Xi^2q}{2\rho v\Omega}\,\frac{2kT}{vq}=\frac{K}{\Omega},\qquad K=\frac{\Xi^2kT}{\rho v^2}.\tag{2}$$

The wave number has cancelled, and this makes the correlation local. Absorption and emission supply half of $K$ each. The uniform strain $q=0$ is included with the same limiting weight.

The grid resolves the $N_s$ wave vectors of its own zone, and I keep the phonons in that zone. Since $\Omega=N_sa^3$,

$$\frac1\Omega\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}=\frac{N_s\delta_{ij}}{\Omega}=\frac{\delta_{ij}}{a^3},\qquad D=\frac{K}{a^3}=\frac{\Xi^2kT}{\rho v^2a^3}.\tag{3}$$

A smaller cell averages the strain over less material and sees a larger fluctuation.

Equation (3) asks for equipartition up to the zone boundary, which is a stronger condition than the rate will need. For silicon-like numbers at 300 K and $a=0.5$ nm, the mode sum with the full $N_q$ gives an on-site correlation of $1.17D$ and a nearest-neighbour correlation of $-0.03D$. The excess follows from the $x^2/12$ term: over the cubic zone the mean of $q^2$ is $\pi^2/a^2$, and a phonon with $q=\pi/a$ has about 37 meV, so the estimate is $(37/25.85)^2/12\approx0.17$.

## Moving phonons and occupied electron states

A transport calculation also needs the occupations, carried by

$$G^<_{ij}(t)=i\langle c_j^\dagger(0)c_i(t)\rangle,\qquad G^>_{ij}(t)=-i\langle c_i(t)c_j^\dagger(0)\rangle.$$

The equation of motion for $c_i$ contains the source $V_ic_i$. In the Born approximation the lesser self-energy is the correlation of this source with itself, with electrons and phonons averaged separately:

$$\Sigma^<_{ij}(t)=i\langle c_j^\dagger(0)V_j(0)\,V_i(t)c_i(t)\rangle\to\langle V_j(0)V_i(t)\rangle\,G^<_{ij}(t).$$

Because $b_{\mathbf q}(t)=b_{\mathbf q}e^{-i\omega_qt}$, the phonon factor is $\sum_{\mathbf q}M_q^2e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}[N_qe^{-i\omega_qt}+(N_q+1)e^{i\omega_qt}]$. Transforming with $\int dt\,e^{iEt}$ shifts the energy arguments:

$$\Sigma^<_{ij}(E)=\sum_{\mathbf q}M_q^2e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\left[N_qG^<_{ij}(E-\omega_q)+(N_q+1)G^<_{ij}(E+\omega_q)\right].$$

An electron arrives at $E$ from below by absorption or from above by emission. For $\Sigma^>$ the operators $V$ stand in the other order, which exchanges $N_q$ and $N_q+1$.

Now assume that $G^{<,>}$ changes little over $\omega_q$, and replace $E\pm\omega_q$ by $E$. Both brackets become $(2N_q+1)G$, and (2) and (3) give

$$\Sigma^{<,>}_{ij}(E)=D\,\delta_{ij}\,G^{<,>}_{ii}(E).\tag{4}$$

On a fine grid the assumption fails for the short-wave phonons. At 300 K, $a=0.5$ nm and $E=1.5kT$, with the silicon-like numbers used below and empty final states, keeping the phonon energies lowers the on-site broadening to about half the value that (4) gives. Terms between different sites then appear as well. For a plane wave of small $k$ the sum of all terms still gives nearly the same rate, because momentum conservation admits only long-wave phonons. Equation (4) also makes every collision elastic, so it cannot describe how electrons exchange energy with the lattice.

Subtract the lesser from the greater equation. Since $G^>-G^<=G^R-G^A=-iA$, and likewise $\Sigma^>-\Sigma^<=-i\Gamma$, the result is $\Gamma_{ii}=DA_{ii}$. The occupations have dropped out of the broadening. A retarded function that vanishes at large energy is fixed by its spectral part, so

$$\Sigma^R_{ii}(E)=\int\frac{dE'}{2\pi}\frac{\Gamma_{ii}(E')}{E-E'+i0}=D\int\frac{dE'}{2\pi}\frac{A_{ii}(E')}{E-E'+i0}=D\,G^R_{ii}(E).$$

This is the frozen-potential result again, with the full Green function in place of $G_0$; the two agree to leading order in $D$. The static strain that the mean electron density induces (the Hartree term) is instantaneous, is not part of this integral, and is left out.

## Where the grid spacing cancels

Let the valley have isotropic mass $m$ and energy $E=k^2/2m$ from its edge. Per spin and volume there are $k^3/6\pi^2$ states below $E$. Since $dk/dE=m/k$,

$$g(E)=\frac{k^2}{2\pi^2}\frac{dk}{dE}=\frac{mk}{2\pi^2}.$$

When the grid resolves the wave, $g_{\rm site}=a^3g$. Equations (1) and (3) give

$$\frac1\tau=2\pi\,\frac{K}{a^3}\,a^3g(E)=2\pi Kg(E)=\frac{Kmk}{\pi}=\frac{\Xi^2kT\,m\sqrt{2mE}}{\pi\rho v^2}.\tag{5}$$

The larger fluctuation on a small cell is balanced by the smaller probability of finding a given electron state there. The density $g$ is for one spin because the phonon does not flip it. The weight (2) does not depend on $\mathbf q$, so all final directions are equally likely, and the momentum relaxation rate equals $1/\tau$.

## The same rate from the golden rule

Start again without a grid, keeping the phonon energies. For an electron in $\mathbf k$ and empty final states,

$$\frac1\tau=2\pi\sum_{\mathbf q}M_q^2\left[N_q\,\delta(\varepsilon_{\mathbf k+\mathbf q}-E-\omega_q)+(N_q+1)\,\delta(\varepsilon_{\mathbf k-\mathbf q}-E+\omega_q)\right].$$

Let $c$ be the cosine between $\mathbf k$ and $\mathbf q$. The arguments of the delta functions are $\pm kqc/m+q^2/2m\mp vq$, so the integral over $c$ gives $m/kq$ in both terms, provided that

$$c=-\frac q{2k}+\frac{mv}k\ \text{(absorption)},\qquad c=\frac q{2k}+\frac{mv}k\ \text{(emission)}$$

lies between $-1$ and 1. For $k>mv$ this allows $q<2k+2mv$ and $q<2k-2mv$ respectively. With $\sum_{\mathbf q}\to\Omega/(2\pi)^3\int2\pi q^2\,dq\,dc$,

$$\frac1\tau=\frac{\Xi^2m}{4\pi\rho vk}\left[\int_0^{2k+2mv}q^2N_q\,dq+\int_0^{2k-2mv}q^2(N_q+1)\,dq\right].\tag{6}$$

**High-temperature limit.** Put $N_q\approx N_q+1\approx kT/vq$ and drop $mv$ against $k$. Each integral is $2k^2kT/v$. The bracket is $4k^2kT/v$ and $1/\tau=\Xi^2kT\,mk/(\pi\rho v^2)$, which is (5). In the numerical test, $v$ was reduced a thousandfold at fixed $\rho v^2$; quadrature of (6) then agreed with (5) within a relative error of $10^{-4}$.

**First correction.** Use $N_q=kT/vq-\tfrac12+vq/12kT$ and write $\omega_m=2vk$ for the phonon energy at $q=2k$. Relative to $4k^2kT/v$, the terms in (6) are as follows.

- The $kT/vq$ terms give $1+(mv/k)^2$, where $mv/k=\omega_m/4E$.
- The terms $\mp\tfrac12$ give $-2mv^2/kT=-\omega_m^2/(4E\,kT)$ to this order. The minus sign belongs to absorption, which has the larger range of $q$.
- The last term gives $\omega_m^2/24(kT)^2$.

The ratio of the inelastic to the elastic rate is therefore

$$1+\frac{\omega_m^2}{16E^2}-\frac{\omega_m^2}{4E\,kT}+\frac{\omega_m^2}{24(kT)^2}.\tag{7}$$

**Low-temperature limit.** At fixed $E$ with $kT\ll\omega_m$ and $k\gg mv$, emission remains, and (6) tends to $\Xi^2m(2k)^3/(12\pi\rho vk)=2\Xi^2mk^2/(3\pi\rho v)$. This does not vanish with $T$, whereas (5) does. The local self-energy therefore fails for energetic electrons in a cold crystal.

## How fine must the grid be?

The nearest-neighbour band is

$$\varepsilon_{\mathbf k}=\sum_{i=x,y,z}\frac{1-\cos k_ia}{ma^2}=\frac{k^2}{2m}-\frac{a^2}{24m}\sum_ik_i^4+\dots$$

Let $k_0=\sqrt{2mE}$, let $\mathbf n$ be a unit direction, and write the surface of energy $E$ as $k=k_0(1+\eta)$. To first order, $k_0^2\eta/m=a^2k_0^4\sum_in_i^4/24m$, so $\eta=(ak_0)^2\sum_in_i^4/24$. The average of $n_i^4$ over directions is $1/5$, so the sum averages to $3/5$. The enclosed volume grows by the factor $1+3\langle\eta\rangle=1+\tfrac3{40}(ak_0)^2$.

The number of states is then proportional to $E^{3/2}[1+\tfrac3{40}2ma^2E]$. Differentiation multiplies the correction by $\tfrac52/\tfrac32=\tfrac53$:

$$\frac{g_{\rm site}}{a^3g}=1+\frac{(ak_0)^2}8+\dots\tag{8}$$

The rate is thus independent of $a$ in the limit $ka\to0$. On a finite grid it is too large by the relative amount $(ka)^2/8$ at leading order.

## The part that does depend on the grid

The real part of $\Sigma^R$ behaves differently. At the band edge,

$$G_{ii}(0)=-\frac1{N_s}\sum_{\mathbf k}\frac1{\varepsilon_{\mathbf k}}=-ma^2W,\qquad W=\left\langle\frac1{\sum_i(1-\cos\theta_i)}\right\rangle=0.505,$$

with the average over all three angles. Multiplication by $D$ gives the shift

$$\Delta E=-W\,\frac{Km}a.\tag{9}$$

In this model it diverges as $a\to0$, since each refinement admits more short-wave strain. In a real crystal the number of acoustic modes is finite, which ends the growth. It is nearly constant close to the edge, so its edge value can be subtracted from $\Sigma$, with $E$ measured from the intended edge. In the limit $ka\to0$ the rate is then unaffected.

With the constant removed and $ka\ll1$, the Green function can be made self-consistent. Near the edge $\Sigma=-i\beta\sqrt{E-\Sigma}$, where $\beta\sqrt E=\Gamma_0/2$ and $\Gamma_0$ is the rate (5). For $z=E-\Sigma$ this reads $z-i\beta\sqrt z-E=0$, hence $\sqrt z=i\beta/2+\sqrt{E-\beta^2/4}$, and

$$\Gamma=-2\,\mathrm{Im}\Sigma=2\beta\sqrt{E-\beta^2/4}=\Gamma_0\sqrt{1-(\Gamma_0/4E)^2}.$$

The golden rule is recovered when $\Gamma_0\ll E$. This formula does not measure the full error of the golden rule, because self-consistency leaves out diagrams whose scattering lines cross. The first of these, $D^2G_{ij}^3$, raises the rate by the relative amount $\pi\Gamma_0/4E$ in the limit $ka\to0$, which is of first order in $\Gamma_0/E$.

## Numbers for a silicon valley at 300 K

The rough typical parameters are $\Xi=9$ eV, $\rho=2330$ kg/m³, $v=9000$ m/s, and masses 0.92 along the valley axis and 0.19 across it. An ellipsoid encloses a volume proportional to $\sqrt{m_lm_t^2}$, so the isotropic mass with the same density of states is $(m_lm_t^2)^{1/3}=0.321$. With $\rho v^2=1178$ eV/nm³ and $kT=0.02585$ eV,

$$K=\frac{81\times0.02585}{1178}=1.78\times10^{-3}\ \text{eV}^2\,\text{nm}^3.$$

At $E=1.5kT=0.0388$ eV the wave number is $k=0.572$ nm⁻¹. With $\hbar^2/m_e=0.0762$ eV nm² restored,

$$g=\frac{0.321\times0.572}{2\pi^2\times0.0762}=0.122\ \text{eV}^{-1}\text{nm}^{-3},\qquad \frac\hbar\tau=2\pi Kg=1.37\ \text{meV}.$$

This is $1/\tau=2.1\times10^{12}$ s⁻¹, or $\tau=0.48$ ps.

At fixed energy and material parameters, the grid gives:

| $a$ (nm) | $D$ (eV²) | rate / (5) | $1+(ka)^2/8$ | $\Delta E$ (meV) |
|---|---|---|---|---|
| 0.25 | 0.114 | 1.003 | 1.003 | −15.2 |
| 0.5 | 0.0142 | 1.010 | 1.010 | −7.6 |
| 1.0 | 0.00178 | 1.043 | 1.041 | −3.8 |
| 2.0 | 0.000222 | 1.201 | 1.164 | −1.9 |

From the first row to the last $D$ falls by a factor of 512, while the rate changes by 20%. At 2 nm $ka=1.14$, and the leading term of (8) is no longer sufficient. The shift at 0.25 nm is 39% of $E$. It belongs to the equipartition model and is not a prediction for silicon. A cell of this size is smaller than silicon's primitive cell of 0.040 nm³, so the grid holds about 2.6 times as many longitudinal acoustic modes as the crystal. Keeping only the crystal's number, those of longest wavelength, reduces the shift to about −10 meV.

The rate is better founded, because on-shell scattering in the isotropic valley uses $q$ only up to about $2k$, where the phonon energy is about $\omega_m=6.8$ meV. In the ellipsoidal valley an electron of the same energy moving along the axis can exchange up to about 12 meV, which is still below $kT$. For the isotropic valley, equation (7) gives $1+0.0019-0.0115+0.0029=0.993$, in agreement with the quadrature of (6). In the limit $ka\to0$ self-consistency lowers the rate by a relative $4\times10^{-5}$, with $\Gamma_0/E=0.035$. On the grids of the table the small energy-dependent remainder of $\mathrm{Re}\,\Sigma$ outweighs this and raises the rate, by about 0.1% at 0.5 nm and 0.6% at 2 nm. The omitted crossed diagrams matter more than either effect: their first term adds about 3% at 0.5 nm and about 5% at 2 nm.

## Set beside real silicon

The parameters are in the usual range for silicon, but $\Xi=9$ eV is an effective number. The following estimates use the same electron energy unless stated, and change one assumption at a time.

The ellipsoidal band on a 0.5 nm grid gives 1.014 times (5), against 1.010 for the isotropic mass. A non-parabolic band $k^2/2m=E(1+\alpha E)$ multiplies $g$ by $(1+2\alpha E)\sqrt{1+\alpha E}$, which is 1.05 for a rough $\alpha=0.5$ eV⁻¹.

In silicon the coupling depends on the angle $\theta$ between $\mathbf q$ and the valley axis: $\Xi_d+\Xi_u\cos^2\theta$ for longitudinal and $\Xi_u\sin\theta\cos\theta$ for transverse phonons. With rough values $\Xi_d=1.1$ eV, $\Xi_u=10.5$ eV and a transverse speed of 5300 m/s, the average over initial and final states on the ellipsoid is 1.28 times the scalar rate. The rate now depends on the electron's direction, from about 1.6 times the scalar rate along the axis to about 1.2 across it, and the momentum relaxation rate no longer equals $1/\tau$. A weight that depends on the direction of $\mathbf q$ also spoils the step from (2) to (3), so the self-energy is then not site-local. With these values and equipartition, the correlation between neighbours along the valley axis is about $-0.37$ of the on-site one.

For faster electrons a larger correction than these comes from phonons other than the acoustic ones. A phonon of fixed energy $\omega_g$ and coupling $D_g$ that transfers electrons to the opposite valley has $M^2=D_g^2/(2\rho\omega_g\Omega)$ and the rate

$$\frac1{\tau_g}=\frac{\pi D_g^2}{\rho\omega_g}\left[N\,g(E+\omega_g)+(N+1)\,g(E-\omega_g)\right],$$

where the second term requires $E>\omega_g$. For rough values of 62 meV and 110 eV/nm this is 0.26 of the acoustic rate at $1.5kT$, and 1.3 times the acoustic rate at 0.1 eV, where emission is possible. At $1.5kT$ the acoustic self-energy thus accounts for most of the scattering in this comparison. Emission sets in above 62 meV, or $2.4kT$, and at 0.1 eV the acoustic part is roughly half. These shares count one intervalley phonon only and overstate the acoustic part in real silicon. With a commonly used empirical set of three phonons to the opposite valley and three to the four perpendicular valleys, the intervalley rate is about 0.6 of the acoustic rate at $1.5kT$ and about twice it at 0.1 eV, so the acoustic share falls to about two thirds and one third. The rate (5) alone would give a mobility near 3000 cm²/Vs, about twice the measured value of roughly 1400 cm²/Vs. Impurities, rough interfaces and confinement are not included. The ellipsoid, non-parabolic, averaged tensor and single-phonon ratios are collected in the numerical output.

## Computed values

```
temperature: 300 K
kT: 0.02585 eV
Xi: 9.0 eV
mass density: 2330 kg/m^3
sound speed: 9000 m/s
rho v^2: 1178.0 eV/nm^3
masses long, trans: 0.92, 0.19 m_e
density-of-states mass: 0.3214 m_e
hbar^2/m_e: 0.07620 eV nm^2
K: 1.7777e-03 eV^2 nm^3
electron energy 1.5 kT: 0.03878 eV
wave vector k: 0.5720 1/nm
bulk g(E) per spin: 0.1222 1/(eV nm^3)
golden-rule hbar/tau: 1.3653 meV
golden-rule 1/tau: 2.074e+12 1/s
tau: 0.4821 ps
a=0.25 nm: D=1.1377e-01 eV^2
  grid/golden rate=1.00256, 1+(ka)^2/8=1.00256
  band-edge shift=-15.16 meV
a=0.5 nm: D=1.4221e-02 eV^2
  grid/golden rate=1.01034, 1+(ka)^2/8=1.01022
  band-edge shift=-7.58 meV
a=1.0 nm: D=1.7777e-03 eV^2
  grid/golden rate=1.04283, 1+(ka)^2/8=1.04090
  band-edge shift=-3.79 meV
a=2.0 nm: D=2.2221e-04 eV^2
  grid/golden rate=1.20054, 1+(ka)^2/8=1.16358
  band-edge shift=-1.90 meV
lattice integral W: 0.505462
random-potential Sigma/(D G), k=0: 0.998+0.001j
same, k=(pi/a,0,0): 0.998+0.004j
phonon energy at q=2k: 6.78 meV
inelastic/elastic rate: 0.9933
300 K, a=0.5 nm: on-site corr./D: 1.1669
300 K, a=0.5 nm: neighbour corr./D: -0.0331
ellipsoid on 0.5 nm grid/golden: 1.0141
non-parabolicity alpha: 0.5 1/eV
non-parabolic/parabolic rate: 1.0488
tensor Xi_d, Xi_u: 1.1, 10.5 eV
transverse sound speed: 5300 m/s
tensor/scalar rate: 1.278
g-phonon: 62 meV, 110 eV/nm
g-phonon/acoustic rate at 1.5 kT: 0.264
g-phonon/acoustic rate at 0.1 eV: 1.317
Gamma/E: 0.0352
1 - self-consistent/golden rate: 3.87e-05
```
